# Orthogonality of hydrogenic radial functions does not follow from Laguerre orthogonality, part 1

(Sections cited here and not found follow in the second part.)

## The argument under review

The argument is an imagined one, and it runs as follows.

> The bound radial functions of a one-electron atom contain the associated Laguerre polynomial $L^{2l+1}_{n-l-1}(x)$ with $x = 2Zr/n$. These polynomials obey $\int_0^\infty x^{\alpha}e^{-x}L_j^{\alpha}L_k^{\alpha}\,dx = 0$ for $j \ne k$. In $\int_0^\infty R_{nl}R_{n'l}\,r^2dr$ the exponentials combine to $e^{-x}$, the powers of $r$ supply the weight, and the polynomials have the same upper index $2l+1$ and different degrees. The integral is therefore the Laguerre integral, and it vanishes for $n \ne n'$.

The conclusion is correct. The proof is not, because the radial integral differs from the Laguerre integral in two places, and either difference alone can turn a vanishing integral into a nonvanishing one (the difference in weight does so for polynomials of neighbouring degree).

## 1. Conventions and the functions involved

Hartree atomic units are used. The nucleus is a fixed point charge $Z$, and relativity and spin are ignored. With $u(r) = rR(r)$ the measure $r^2dr$ is absorbed, $\int R_aR_b\,r^2dr = \int u_au_b\,dr$, and the radial Schrödinger equation reads

$$u'' = 2\,[U(r) - E]\,u, \qquad U(r) = V(r) + \frac{l(l+1)}{2r^2}. \tag{1}$$

All functions are real. For two functions $u_a$, $u_b$ the notation is $S_{ab} = \int_0^\infty u_au_b\,dr$ and $\langle r^{-p}\rangle_{ab} = \int_0^\infty u_au_b\,r^{-p}dr$.

Take $V = -Z/r$ and write $E = -\zeta^2/2$ with $\zeta > 0$. Put $x = 2\zeta r$, so that $d^2/dr^2 = 4\zeta^2\,d^2/dx^2$. Dividing (1) by $4\zeta^2$, and using $2Z/r = 4Z\zeta/x$ and $1/r^2 = 4\zeta^2/x^2$, gives

$$\frac{d^2u}{dx^2} = \left[\frac{l(l+1)}{x^2} - \frac{Z/\zeta}{x} + \frac14\right]u. \tag{2}$$

Write $u = g\,y$ with $g = x^{l+1}e^{-x/2}$. Then $g'/g = (l+1)/x - \tfrac12$, and

$$\frac{g''}{g} = \left(\frac{g'}{g}\right)^2 + \left(\frac{g'}{g}\right)' = \frac{(l+1)^2 - (l+1)}{x^2} - \frac{l+1}{x} + \frac14 = \frac{l(l+1)}{x^2} - \frac{l+1}{x} + \frac14 .$$

Insert $u'' = g\,[y'' + 2(g'/g)y' + (g''/g)y]$ into (2). The terms in $1/x^2$ and the constants $\tfrac14$ cancel, and multiplication by $x$ leaves

$$x y'' + (\alpha + 1 - x)\,y' + k\,y = 0, \qquad \alpha = 2l+1, \qquad k = \frac{Z}{\zeta} - l - 1. \tag{3}$$

The solution that is finite at $x = 0$ is a power series $y = \sum_m c_mx^m$. The coefficient of $x^m$ in (3) is $(m+1)m\,c_{m+1} + (\alpha+1)(m+1)c_{m+1} - m\,c_m + k\,c_m$, so

$$(m+1)(m+\alpha+1)\,c_{m+1} = (m-k)\,c_m. \tag{4}$$

If $k$ is not a non-negative integer the series does not end, and $c_{m+1}/c_m$ behaves as $1/m$ for large $m$. Beyond some $m$ this ratio exceeds $\tfrac34/(m+1)$, the ratio for the series of $e^{3x/4}$, so $|y|$ grows at least as fast as $e^{3x/4}$ and defeats the factor $e^{-x/2}$. A bound state therefore needs integer $k \ge 0$. With $n = k+l+1$ this means $\zeta = Z/n$ and $E = -Z^2/(2n^2)$. The polynomial, in the standard normalization, is

$$L_k^{\alpha}(x) = \sum_{m=0}^{k} \frac{(-1)^m\,(k+\alpha)!}{(k-m)!\,(\alpha+m)!\,m!}\,x^m, \tag{5}$$

whose coefficient ratio $-(k-m)/[(\alpha+m+1)(m+1)]$ agrees with (4). In particular $L_0^{\alpha} = 1$ and $L_1^1 = 2 - x$. The bound functions are

$$u_{nl}(r) = N_{nl}\; r\,(2\zeta r)^l\,e^{-\zeta r}\,L^{2l+1}_{n-l-1}(2\zeta r), \qquad \zeta = Z/n. \tag{6}$$

The scale $\zeta$ depends on $n$. The variable $x$ of the quoted argument is a different multiple of $r$ for each state.

## 2. What Laguerre orthogonality states

Leibniz's rule applied to $x^{k+\alpha}e^{-x}$, with $m$ derivatives on the exponential and $k-m$ on the power, gives the term $\binom{k}{m}(-1)^m\frac{(k+\alpha)!}{(\alpha+m)!}x^{\alpha+m}e^{-x}$. Division by $k!$ reproduces the coefficients of (5), which is the Rodrigues formula

$$x^{\alpha}e^{-x}L_k^{\alpha}(x) = \frac{1}{k!}\frac{d^k}{dx^k}\left(x^{k+\alpha}e^{-x}\right).$$

Let $p(x)$ be any polynomial and integrate by parts $k$ times. Each boundary term contains a derivative of $x^{k+\alpha}e^{-x}$ of order at most $k-1$, which carries at least the factor $x^{\alpha+1}$ and the factor $e^{-x}$, and so vanishes at both ends. Hence

$$\int_0^\infty x^{\alpha}e^{-x}L_k^{\alpha}\,p\,dx = \frac{(-1)^k}{k!}\int_0^\infty x^{k+\alpha}e^{-x}\,p^{(k)}(x)\,dx. \tag{7}$$

For $p = L_j^{\alpha}$ with $j<k$ the $k$-th derivative is zero. For $j = k$ the leading coefficient in (5) is $c_k = (-1)^k/k!$, so $p^{(k)} = (-1)^k$, and $\int_0^\infty x^{M}e^{-x}dx = M!$ gives

$$\int_0^\infty x^{\alpha}e^{-x}L_j^{\alpha}(x)L_k^{\alpha}(x)\,dx = \delta_{jk}\,\frac{(k+\alpha)!}{k!}. \tag{8}$$

The derivation used three facts: the power in the weight equals the upper index $\alpha$, the polynomial $L_k^\alpha$ has the same argument as the exponential, and the other factor has lower degree.

Now form the radial overlap from (6), with $\zeta = Z/n$, $\zeta' = Z/n'$, and the one variable that turns the exponential into $e^{-x}$, namely $x = sr$ with $s = \zeta+\zeta'$:

$$S = N_{nl}N_{n'l}\,\frac{(4\zeta\zeta')^l}{s^{2l+3}}\int_0^\infty x^{\alpha+1}e^{-x}\,L_k^{\alpha}(\lambda x)\,L_{k'}^{\alpha}(\lambda' x)\,dx, \tag{9}$$

$$\lambda = \frac{2\zeta}{s} = \frac{2n'}{n+n'}, \qquad \lambda' = \frac{2\zeta'}{s} = \frac{2n}{n+n'} .$$

The power is $r^2\,r^{2l} = r^{\alpha+1}$, one higher than in (8). The arguments equal $x$ only if $\lambda = \lambda' = 1$, which means $n = n'$, the one case in which nothing is to be proved.

## 3. First defect: the weight

Suppose the arguments did agree, and keep the true power. Use (7) with $p = xL_j^{\alpha}$, of degree $j+1$, and $j \le k$.

For $k \ge j+2$ the $k$-th derivative vanishes and the integral is zero.

For $k = j+1$ only the leading term $(-1)^jx^{j+1}/j!$ survives, $p^{(k)} = (-1)^jk!/j!$, and the integral is $(-1)^{k+j}(k+\alpha)!/j! = -(j+\alpha+1)!/j!$.

For $k = j$ two terms survive. From (5), $c_k = (-1)^k/k!$ and $c_{k-1} = (-1)^{k-1}(k+\alpha)/(k-1)!$, so $p^{(k)} = c_k(k+1)!\,x + c_{k-1}k! = (-1)^k[(k+1)x - k(k+\alpha)]$. The integral is $[(k+1)(k+\alpha+1)! - k(k+\alpha)(k+\alpha)!]/k!$, and $(k+1)(k+\alpha+1) - k(k+\alpha) = 2k+\alpha+1$. Collected,

$$\int_0^\infty x^{\alpha+1}e^{-x}L_j^{\alpha}L_k^{\alpha}\,dx = \begin{cases}(2k+\alpha+1)\,(k+\alpha)!/k!, & k = j,\\ -(j+\alpha+1)!/j!, & k = j+1,\\ 0, & k \ge j+2.\end{cases} \tag{10}$$

With the physical weight, polynomials of neighbouring degree are not orthogonal even at a common argument.

The diagonal line fixes the normalization, and here Laguerre algebra is the right tool because $\lambda = \lambda' = 1$. With $2k+\alpha+1 = 2n$ and $k+\alpha = n+l$, the condition $N_{nl}^2(2\zeta)^{-3}\,2n\,(n+l)!/k! = 1$ gives

$$N_{nl}^2 = (2\zeta)^3\,\frac{(n-l-1)!}{2n\,(n+l)!}. \tag{11}$$

Reading the radial integral as (8) would lose the factor $2n$, so the quoted identification fails for $n = n'$ as well: it would give $N_{10}^2 = 8Z^3$ in place of $4Z^3$.

The off-diagonal line has a physical reading. Take the functions (6) for $(n,l)$ and $(n+1,l)$ with one common $\zeta$, that is, with charges $n\zeta$ and $(n+1)\zeta$. With $j = n-l-1$ their overlap is $-N_{nl}N_{n+1,l}(2\zeta)^{-3}(n+l+1)!/(n-l-1)!$. Its square is

$$\frac{[(n+l+1)!]^2}{[(n-l-1)!]^2}\cdot\frac{(n-l-1)!\,(n-l)!}{4n(n+1)\,(n+l)!\,(n+l+1)!} = \frac{(n+l+1)(n-l)}{4n(n+1)},$$

so that

$$S = -\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}}. \tag{12}$$

For $l = 0$ the root equals one and $S = -\tfrac12$ for every $n$.

## 4. Second defect: the arguments

Suppose instead that the power were $\alpha$, and keep the true arguments. One power of $r$ fewer turns $S$ into $\langle r^{-1}\rangle$. From (6) and (11), with $N_{10}^2 = 4Z^3$ and $N_{20}^2 = Z^3/8$,

$$u_{1s} = 2Z^{3/2}\,r\,e^{-Zr}, \qquad u_{2s} = \frac{Z^{3/2}}{\sqrt2}\,r\left(1 - \frac{Zr}{2}\right)e^{-Zr/2}. \tag{13}$$

The integral $\int_0^\infty r^Me^{-sr}dr = M!/s^{M+1}$ with $s = 3Z/2$ gives

$$\langle r^{-1}\rangle_{1s,2s} = \sqrt2\,Z^3\left[\frac{4}{9Z^2} - \frac Z2\cdot\frac{2\cdot 8}{27Z^3}\right] = \sqrt2\,Z\,\frac{12-8}{27} = \frac{4\sqrt2}{27}\,Z. \tag{14}$$

With the Laguerre weight and the physical arguments the integral is not zero.

The two defects can be seen together by freeing the exponents. Keep the shapes of (13), $r\,e^{-ar}$ and $r(1-br)e^{-br}$, in which $1 - br = \tfrac12L_1^1(2br)$, and let $s = a+b$. Then

$$\int_0^\infty r^2(1-br)e^{-sr}dr = \frac{2}{s^3} - \frac{6b}{s^4} = \frac{2(a-2b)}{s^4}, \tag{15}$$

$$\int_0^\infty r\,(1-br)e^{-sr}dr = \frac{1}{s^2} - \frac{2b}{s^3} = \frac{a-b}{s^3}. \tag{16}$$

The first shape is the 1s state of charge $Z_a = a$, and the second is the 2s state of charge $Z_b = 2b$. The physical integral (15) vanishes only at $a = 2b$, which is equal charge. The Laguerre-weighted integral (16) vanishes only at $a = b$, which is equal energy. The two zeros never coincide.

It is possible to evaluate (15) by Laguerre algebra, and doing so shows where the zero comes from. With $x = sr$ and $\lambda' = 2b/s$, the left side of (15) is $(2s^3)^{-1}\int x^2e^{-x}L_1^1(\lambda'x)\,dx$. Since $2 - \lambda'x = 2(1-\lambda') + \lambda'(2-x)$,

$$L_1^1(\lambda'x) = 2(1-\lambda')\,L_0^1 + \lambda'\,L_1^1(x).$$

The other polynomial is $L_0^1 = 1$. Equation (10) with $\alpha = 1$ gives $2$ for the pair $(0,0)$ and $-2$ for the pair $(0,1)$, so

$$\int_0^\infty x^2e^{-x}L_1^1(\lambda'x)\,dx = 4(1-\lambda') - 2\lambda' = 4 - 6\lambda'. \tag{17}$$

This vanishes only at $\lambda' = 2/3$, which is $2n/(n+n')$ for $n = 1$, $n' = 2$. At that value the two terms are $+1.3333$ and $-1.3333$. Neither is zero. The overlap vanishes by cancellation, at a ratio of scales about which (8) says nothing. The ratio comes from $\zeta = Z/n$, the statement that both functions solve (1) with the same potential. A calculation of this kind verifies orthogonality pair by pair, but it is not an instance of (8), and the proof should use the fact that does the work.

## 5. The correct proof

Let $u_a$ and $u_b$ solve (1) with $(U_a, E_a)$ and $(U_b, E_b)$, which need not agree. Define the Wronskian

$$W(r) = u_au_b' - u_bu_a'.$$

In its derivative the products $u_a'u_b'$ cancel, leaving $W' = u_au_b'' - u_bu_a''$. Equation (1) replaces each second derivative:

$$W' = 2\,[(U_b - E_b) - (U_a - E_a)]\,u_au_b = 2\,[(E_a - E_b) - (U_a - U_b)]\,u_au_b .$$

Integration from $0$ to $R$ gives the identity of Sturm–Liouville theory,

$$W(R) - W(0) = 2(E_a - E_b)\int_0^Ru_au_b\,dr - 2\int_0^R(U_a - U_b)\,u_au_b\,dr, \tag{18}$$

where $W(0)$ means the limit $r \to 0$.

The boundary terms must be examined. At infinity each function (6) and its derivative is a polynomial times $e^{-\zeta r}$, so $W(R)$ is a polynomial times $e^{-(\zeta_a+\zeta_b)R}$ and tends to zero. At the origin write $u = A\,r^{l+1}f(r)$ with $f(0) = 1$ and $A$ a constant. From (4), $c_1/c_0 = -k/(\alpha+1)$, so

$$f'(0) = -\zeta - \frac{2\zeta k}{2l+2} = -\zeta\,\frac{k+l+1}{l+1} = -\frac{Z}{l+1},$$

which does not depend on $n$. Differentiating the products,

$$W = A_aA_b\left[(l_b - l_a)\,r^{l_a+l_b+1}f_af_b + r^{l_a+l_b+2}\,(f_af_b' - f_bf_a')\right]. \tag{19}$$

For $l_a \ne l_b$ the leading power is $r^{l_a+l_b+1}$. For $l_a = l_b = l$ the first term is absent and the bracket of the second is $(Z_a - Z_b)/(l+1) + O(r)$, so $W$ starts at $r^{2l+2}$ for unequal charges and no lower than $r^{2l+3}$ for equal charges. In every case $W(0) = 0$.

With both boundary terms zero and $U = -Z/r + l(l+1)/(2r^2)$, the limit $R \to \infty$ of (18), divided by 2, is

$$(E_a - E_b)\,S_{ab} + (Z_a - Z_b)\,\langle r^{-1}\rangle_{ab} = \tfrac12\,[\,l_a(l_a+1) - l_b(l_b+1)\,]\,\langle r^{-2}\rangle_{ab}. \tag{20}$$

All three integrals converge at the origin, the last because its integrand starts at $r^{l_a+l_b}$.

**Theorem.** For equal $Z$ and equal $l$, (20) reduces to $(E_a - E_b)S_{ab} = 0$. Since $-Z^2/(2n^2)$ differs from $-Z^2/(2n'^2)$ when $n \ne n'$,

$$\int_0^\infty R_{nl}\,R_{n'l}\,r^2dr = 0 \qquad (n \ne n').$$

The proof used the differential equation, the two boundary conditions and the inequality of the energies. It used no integral property of the polynomials. The weight is fixed by the equation: in (1) the energy multiplies $u$ with a coefficient that does not depend on $r$, so the weight for $u$ can be taken as 1 and the weight for $R$ is $r^2$.

## 6. Where Laguerre orthogonality belongs

Take equal $l$ and equal energy in (20). Equal energy means a common $\zeta$, and different $n$ then means different charges $Z_a = n\zeta$, $Z_b = n'\zeta$. The identity becomes $(n - n')\,\zeta\,\langle r^{-1}\rangle_{ab} = 0$. With the now common variable $x = 2\zeta r$,

$$\langle r^{-1}\rangle_{ab} = \frac{N_aN_b}{(2\zeta)^2}\int_0^\infty x^{2l+1}e^{-x}L_k^{2l+1}(x)\,L_{k'}^{2l+1}(x)\,dx,$$

and its vanishing is the off-diagonal part of (8). The same radial equation poses two eigenvalue problems. In both, the eigenvalue enters (1) with a constant factor $-2$, which is left out in what follows. At fixed $Z$ the eigenvalue is $E$, it multiplies $1\cdot u$, and the eigenfunctions are the states of one atom. At fixed $E$ the eigenvalue is $Z$, it multiplies $u/r$, and the eigenfunctions are the Coulomb Sturmians, orthogonal with weight $1/r$. The quoted argument cites the theorem for the second family in support of a claim about the first. Equations (12) and (14) are the crossed cases: Sturmians with the weight of the atomic states, and atomic states with the weight of the Sturmians.

The free-exponent integrals obey (20) identically. With $Z_a - Z_b = a - 2b$ and $E_a - E_b = -\tfrac12(a-b)(a+b) = -\tfrac12(a-b)s$, and a common normalization factor dropped, (15) and (16) give

$$-\tfrac12(a-b)\,s\cdot\frac{2(a-2b)}{s^4} + (a-2b)\,\frac{a-b}{s^3} = 0 .$$

This part has shown that the quoted argument fails in both the weight and the polynomial arguments, and has proved the orthogonality from the radial equation and its boundary conditions instead. What remains is to check the results numerically for hydrogen, examine the conditions of the theorem, test it on a potential without Laguerre polynomials, and give the replacement paragraph.
